# How fine must an energy grid be for a Lorentzian resonance?

**Question.** A quantum-transport calculation sums the transmission of a device on a uniform energy grid. The transmission contains a narrow Lorentzian resonance whose position relative to the grid points is not known beforehand. How large can the error of the sum be, how does it scale with the spacing, and what spacing keeps it below a chosen tolerance?

**Answer.** The error depends on the ratio of the resonance width to the spacing, and on where the peak falls between two grid points. Both dependences can be found in closed form for an isolated line. A computed double-barrier device then shows how far the result carries over to a current.

## The line and its width

Take one level of energy $\varepsilon$ coupled to a left and a right contact. Each contact adds a self-energy $\Sigma_j=\Delta_j-i\Gamma_j/2$, with $j=L,R$. Treat $\Delta_j$ and $\Gamma_j$ as constant across the resonance. The retarded Green function is

$$G(E)=\frac{1}{E-\varepsilon-\Sigma_L-\Sigma_R}=\frac{1}{E-E_0+i\gamma},$$

$$E_0=\varepsilon+\Delta_L+\Delta_R,\qquad \gamma=\frac{\Gamma_L+\Gamma_R}{2}.$$

Its pole lies at $E_0-i\gamma$. The transmission is

$$T(E)=\Gamma_L\Gamma_R|G|^2=\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+\gamma^2}.$$

It falls to half its peak at $|E-E_0|=\gamma$, so $\gamma$ is the half-width at half-maximum. The peak is $T_0=\Gamma_L\Gamma_R/\gamma^2$. Hence $T(E)=\pi\gamma T_0\,L(E-E_0)$, where

$$L(u)=\frac{\gamma}{\pi}\,\frac{1}{u^2+\gamma^2},\qquad \int_{-\infty}^{\infty}L(u)\,du=1.$$

The same $L$ is the spectral function of the level, since $-\mathrm{Im}\,G/\pi=L(E-E_0)$. The grid error found below therefore affects the charge on the level as well as the current, provided the occupation factors vary slowly across the line.

## The sum for any grid offset

Let the grid have spacing $h$ and extend to infinity both ways. Let one of its points lie at $E_0+sh$, where $s$ is the offset as a fraction of a spacing. The numerical integral is

$$S(s)=h\sum_{n=-\infty}^{\infty}L\big((n+s)h\big).$$

The correct value is 1, so $S-1$ is the error relative to the true area.

Raising $s$ by one only relabels the points, so $S$ is periodic in $s$ with period 1 and has a Fourier series $S=\sum_m c_m e^{2\pi i m s}$. Its coefficients are

$$c_m=\int_0^1 S(s)\,e^{-2\pi i m s}ds=\sum_n h\int_0^1 L\big((n+s)h\big)e^{-2\pi i m s}ds.$$

The terms fall as $1/n^2$, which permits exchanging sum and integral. Put $u=(n+s)h$. Then $du=h\,ds$ and $s=u/h-n$, and because $e^{2\pi i m n}=1$ the exponential becomes $e^{-2\pi i m u/h}$. The unit intervals join to cover the whole line:

$$c_m=\int_{-\infty}^{\infty}L(u)\,e^{-iqu}\,du,\qquad q=\frac{2\pi m}{h}.$$

For $m>0$ the factor $e^{-iqu}$ decays in the lower half-plane, so the contour is closed there, clockwise, around the pole at $u=-i\gamma$. Since $u^2+\gamma^2=(u-i\gamma)(u+i\gamma)$, the residue is

$$\frac{\gamma}{\pi}\,\frac{e^{-iq(-i\gamma)}}{-2i\gamma}=-\frac{e^{-q\gamma}}{2\pi i}.$$

The clockwise direction supplies $-2\pi i$, and so $c_m=e^{-q\gamma}$. For $m<0$ the evenness of $L$ gives the same value with $|m|$, and $c_0=1$ is the area. With

$$x=\frac{2\pi\gamma}{h}$$

the series is

$$S(s)=1+2\sum_{m=1}^{\infty}e^{-mx}\cos(2\pi m s).$$

The exponential thus comes from the distance $\gamma$ between the pole and the real axis. The grid samples the line at "frequency" $2\pi/h$, and the Fourier transform of a Lorentzian at that frequency is $e^{-2\pi\gamma/h}$.

To add up the series, set $z=e^{-x+2\pi i s}$. Then

$$S=\mathrm{Re}\left[1+\frac{2z}{1-z}\right]=\mathrm{Re}\,\frac{1+z}{1-z}=\frac{1-|z|^2}{1-2\,\mathrm{Re}\,z+|z|^2}.$$

Insert $|z|=e^{-x}$ and $\mathrm{Re}\,z=e^{-x}\cos2\pi s$, and multiply numerator and denominator by $e^{x}/2$:

$$S(s)=\frac{\sinh x}{\cosh x-\cos 2\pi s}.$$

Explicit lattice sums for $\gamma/h=0.1,\ 0.4,\ 1.0$ and $1.7$, at 200 offsets each, agree with this formula to within $10^{-9}$.

## The worst offset

The denominator is smallest at $s=0$, when a grid point sits on the peak. There

$$S(0)-1=\coth\frac{x}{2}-1=\frac{2}{e^{x}-1}.$$

It is largest at $s=1/2$, when the peak lies midway between two points:

$$1-S(\tfrac12)=1-\tanh\frac{x}{2}=\frac{2}{e^{x}+1}.$$

The first is larger because its denominator is smaller. The worst-case relative error is therefore

$$\epsilon_{\max}=\frac{2}{e^{2\pi\gamma/h}-1}\;\approx\;2e^{-2\pi\gamma/h}\qquad(h\ll2\pi\gamma).$$

The simple exponential is the leading term. The full result is larger by the factor $1/(1-e^{-x})$. At $h=\gamma$ the two are 0.374% and 0.373%, and at $h=2\gamma$ they are 9.03% and 8.64%. At $h=10\gamma$ the error is 229% while the exponential gives 107%, so the leading law is no longer usable.

For a coarse grid, $x\ll1$, expanding $e^x-1\approx x$ gives an overshoot near $2/x=h/(\pi\gamma)$. This is the contribution $hL(0)$ of the single point on the peak, which grows in proportion to $h$. In the same limit the undershoot tends to 100%, because the line slips between the points and is missed.

## The spacing for a given tolerance

Setting $\epsilon_{\max}=\epsilon$ gives $e^x=1+2/\epsilon$, and so

$$h=\frac{2\pi\gamma}{\ln(1+2/\epsilon)}.$$

For tolerances of 10%, 1% and 0.1% the spacing is $2.06\gamma$, $1.19\gamma$ and $0.83\gamma$. Going from 1% to 0.1% takes $1.185/0.827=1.43$ times as many points. At 1% the full width $2\gamma$ spans fewer than two spacings. Such a grid would draw the peak badly, yet its sum is good, because the errors of the separate intervals cancel.

This cancellation needs equal spacing and tails that are followed far enough. If the range is cut at $E_0\pm W$, the lost fraction is

$$1-\frac{2}{\pi}\arctan\frac{W}{\gamma}=\frac{2}{\pi}\arctan\frac{\gamma}{W}\approx\frac{2\gamma}{\pi W}\qquad(W\gg\gamma).$$

A cut at $W=64\gamma$ loses 0.995%, and no refinement of $h$ restores it. For a bare Lorentzian the range can thus limit the accuracy before the spacing does.

## From the line to a current

In a device the Fermi functions of the contacts limit the range. For one transverse mode with spin degeneracy, and with $h_P$ for Planck's constant,

$$I=\frac{2e}{h_P}\int T(E)\,w(E)\,dE,\qquad w=f_L-f_R.$$

The argument with the contour still applies, but the integrand has more singularities. The Fermi function $1/(e^{(E-\mu)/k_BT}+1)$ has poles where the exponential equals $-1$, the nearest at $E=\mu\pm i\pi k_BT$. They give errors governed by $e^{-2\pi(\pi k_BT)/h}$. If $\gamma<\pi k_BT$, the resonance is nearer to the real axis and, provided $w(E_0)$ is not negligible, sets the spacing once $\gamma$ is well below $\pi k_BT$. When the two are comparable and a step lies near the line, both contribute to the error. If $\gamma>\pi k_BT$, the thermal steps set it once the tolerance is small enough. A sharp step in a smooth part of $T$ gives an error of at most about $hT(\mu)/2$, so the steps matter only if this is not small beside the allowed error of the integral.

When $\gamma\ll k_BT$, $w$ may be replaced by $w(E_0)$ in the contribution of the resonance pole. The absolute error of the integral is then $\pi\gamma T_0w(E_0)(S-1)$. Dividing by the true integral gives the relative error of the current:

$$\frac{\delta I}{I}\approx R\,(S-1),\qquad R=\frac{\pi\gamma T_0\,w(E_0)}{\int T\,w\,dE}.$$

This assumes that everything else in $T$ is smooth on the scale of $h$. The lower band edge also contributes an endpoint error that falls as a power of $h$, so the exponential gain cannot continue for ever.

## A double-barrier device

Consider one mode of a nanowire resonant-tunnelling diode at 300 K. The effective mass is $0.067\,m_0$, and two barriers 0.30 eV high and 4 nm wide enclose a 5 nm well. The chemical potentials are $\mu_L=80$ meV and $\mu_R=30$ meV above the mode's band edge. In this base model the potential has no slope, the mass is uniform and the electrons do not scatter or interact.

The wire is represented by a chain of sites 0.25 nm apart. Its Green function is $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$, with energy-dependent contact self-energies, and $T=\Gamma_L\Gamma_R|G_{1N}|^2$ connects the end sites. No Lorentzian is assumed. The complex energy at which $\det(E-H-\Sigma_L-\Sigma_R)=0$ gives

$$E_0=89.06\ \text{meV},\qquad\gamma=0.701\ \text{meV}.$$

Halving the mesh changes $\gamma$ only to 0.7008 meV from 0.7013 meV. The level position is more sensitive: solving the same layers without a mesh puts $E_0$ at 89.31 meV, 0.25 meV higher, and lowers the current given below from 55.1 to 54.8 nA. Since $\pi k_BT=81.2$ meV, the resonance sets the spacing. For 1% it is

$$h=1.185\times0.701\ \text{meV}=0.831\ \text{meV}.$$

From the band edge to $\mu_L+10k_BT$, a range of 338.5 meV, this takes 409 points. Ending the range there loses about 0.04% of the current, which adds to the undershoot, so a tolerance of 0.1% needs a wider range. The grid errors quoted below were computed with a range up to 1 eV.

The full integral $\int Tw\,dE$ is 0.7112 meV, which corresponds to 55.1 nA. With $T_0=0.9998$ and $w(E_0)=0.3209$,

$$R=\frac{\pi\times0.7013\times0.9998\times0.3209}{0.7112}=0.994.$$

The largest overshoot of the current among 40 grid offsets should therefore be slightly below 1%. It is 0.994%. At $h=0.580$ meV, chosen for 0.1%, it is 0.0994%, so the band edge has no visible influence at this level.

A grid of 5 meV looks fine beside $k_BT=25.9$ meV, but here $x=2\pi\times0.7013/5=0.881$. The formula for the bare line gives an overshoot of 141% and an undershoot of 59%. The computed current is off by up to +141% and −58%. It can come out anywhere between about 23 and 133 nA, depending on the offset alone.

The offset matters in practice because it changes during a calculation. When bias or charge moves the level by one spacing, $s$ runs through a full period and the error of the computed current passes through a maximum and a minimum. A coarse grid can thus produce a ripple in a current–voltage curve, or disturb the iteration between charge and potential.

## What real devices change

The mass, barrier height and layer widths are rough typical values for III–V semiconductor double barriers, not data for a particular device. The following changes are made one at a time, with the other settings held fixed.

Of the omissions computed here, the heavier mass in the barriers is the most harmful for the grid. With $0.09\,m_0$ there, $\gamma$ falls to 0.297 meV. The 1% spacing becomes 0.352 meV, and the bare-line error on the old 0.831 meV grid rises to 23.7%. These figures assume parabolic bands. A rough nonparabolic correction multiplies each mass by $1+\alpha(E-V)$, where $V$ is the local band edge, with $\alpha=0.6$ eV$^{-1}$ in the well and contacts and $0.46$ eV$^{-1}$ in the barriers. It lightens the tunnelling mass and raises $\gamma$ to about 0.38 meV. The width must therefore be computed for the device at hand before the grid is chosen. A linear potential drop of 50 mV across the barriers and well matters less for the grid: it moves the level to 63.9 meV and changes $\gamma$ to 0.725 meV. (These values are for the 0.25 nm mesh. Without a mesh the level lies at 64.1 meV, and the widths with the parabolic heavy barrier and with the drop are 0.296 and 0.724 meV.) It does matter for the current, which rises by about 29% because the level moves to an energy where $f_L-f_R$ is 37% larger, a gain partly offset by the fall of the peak transmission to about 0.89.

Scattering widens the line. A rough lifetime $\tau=0.2$ ps, entered as an imaginary potential $-i\hbar/2\tau$ in the barriers and well, adds $\hbar/2\tau=1.65$ meV to the damping. The pole half-width becomes 2.35 meV and the 1% spacing 2.79 meV. This describes the coherent part of the transmission; the scattered electrons need a separate treatment. The wider spacing is justified only if the damping is present in the calculation, since a calculation without scattering still contains the narrow line.

Other effects alter the current more than the required spacing. Ending the energy range at 200 meV would remove 1.07% of the base current. For a hard-walled wire 20 nm in diameter, the next two transverse modes lie 50.6 meV higher, and their resonances together have 47.6% of the first one's thermal weight. The single-mode current is thus not the total current of such a wire. If the barriers are the same for every mode, so is $\gamma$, and the same spacing serves them all.

Electron interaction is a more serious reservation. With relative permittivity 13, the estimate $e^2/(4\pi\varepsilon_0\varepsilon_rD)$ for diameter $D=20$ nm gives 5.5 meV. This is a low estimate, because two electrons in the same orbital are on average closer together than $D$. Averaging their Coulomb energy over the orbital gives about 22 meV, or about 12 meV if metal planes at the outer barrier faces screen it. Even a shift of 5.5 meV carries the level across 6.7 spacings of the 1% grid, which is why the worst offset is the one to plan for. It also exceeds $\gamma$, so the independent-electron line shape is itself an assumption, and the present estimate does not say how interaction would reshape it.

Cooling can change which feature sets the grid. With $\gamma$ held at its base value, $\pi k_BT=\gamma$ at 2.6 K. Well above that temperature, the spacing follows from $\gamma$ and the tolerance, apart from the factor $R$, for an isolated resonance in a smooth background, at an energy where $f_L-f_R$ is appreciable, and with a range that includes its tails. If a Fermi step falls on the line, the margin in temperature must be generous: on the 1% grid the error is still 1.6% at 5 K and 1.2% at 10 K, while $R$ is about 1.07. The base level, 9 meV above $\mu_L$, would fail the condition on $f_L-f_R$ when strongly cooled, unless the bias is raised. Well below 2.6 K, the Fermi steps can need the finer grid if one of them falls on the resonance or if the level lies outside the window between them. With the level inside the window and both steps about 25 meV away, the spacing found from $\gamma$ for 1% still keeps the error close to 1% at 0.3 K.

## Table of computed values

```
Lorentzian alone: h/gamma, summed error %, 2exp(-x) %
   0.5  0.0006975  0.0006975
   1.0  0.3742  0.3735
   2.0  9.033  8.643
   5.0  79.57  56.92
  10.0  228.7  106.7
tolerance %, needed h/gamma
  10.0  2.064
  1.0  1.185
  0.1  0.827
area lost, cut at 64 gamma: 0.995 %
mass 0.067 m0, barrier 0.30 eV
barrier width 4.0 nm, well 5.0 nm
mu_L 80 meV, mu_R 30 meV
temperature 300 K, kT 25.85 meV
pi kT 81.2 meV
resonance E0 89.06 meV
half-width gamma 0.7013 meV
gamma on half the mesh 0.7008 meV
peak transmission 0.9998
f_L - f_R at E0 0.3209
integral of T(f_L-f_R) 0.7112 meV
current 55.10 nA
pole area / full integral 0.9938
device: h meV, over %, under %, formula over %, under %
  0.8309  0.9938  0.984  1  0.9901
  0.5797  0.09938  0.09928  0.1  0.0999
  5.0000  140.6  58.22  141.4  58.58
range 0 to mu_L+10kT: 338.5 meV
points at 1 % spacing: 409
heavy barrier mass 0.09 m0
lifetime 0.2 ps, hbar/2tau 1.646 meV
variant: E0 meV, gamma meV, h for 1 % meV, error % at base h
  heavy barrier: 81.97  0.2969  0.3518  23.7
  field drop: 63.89  0.7246  0.8585  0.838
  scattering: 89.06  2.3528  2.7875  3.75e-06
current from above 200 meV: 1.07 %
wire diameter 20 nm, permittivity 13
charging energy 5.54 meV = 6.7 h
next transverse modes at +50.6 meV
their weight (two modes) 47.6 % of first
pi kT equals gamma at 2.59 K
```
